# The −(7/3)aₙ term of the Salpeter correction from the regularized r⁻³ operator: verification in Python

```python
"""
Result under test: the (Z alpha)^5 recoil energy contains
    C/n^3 * ( -(8/3) ln k0 - (7/3) a_n ),   C = mu^3 (Z alpha)^5/(pi m M),
where a_n = (n^3/2) <R3> in Coulomb units (length 1/(mu Z alpha)) and
    R3 = theta(r-eps)/r^3 + 4 pi delta(r) (ln eps + gamma - 3/2), eps -> 0.
Claim: a_n = 1/(l(l+1)(2l+1)) for l > 0,
       a_n = -2 [ln(2/n) + H_n + 1 - 1/(2n)] for l = 0 (H_n harmonic number).
The coefficient 7/3 = 4/3 (retarded single photon) + 1 (double seagull).
u(r) = r R(r) is the reduced radial function; energies are in mu (Z alpha)^2.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln, sici, spherical_jn


def a_formula(n, l):
    if l > 0:
        return 1.0 / (l * (l + 1) * (2 * l + 1))
    harmonic = sum(1.0 / i for i in range(1, n + 1))
    return -2.0 * (np.log(2.0 / n) + harmonic + 1.0 - 0.5 / n)


def hydrogen_u(n, l, r):
    """Normalized u and its first derivative."""
    k = n - l - 1
    rho = 2.0 * r / n
    norm = np.sqrt((2.0 / n) ** 3 / (2 * n)
                   * np.exp(gammaln(k + 1) - gammaln(n + l + 1)))
    front = norm * r * rho ** l * np.exp(-rho / 2)
    u = front * eval_genlaguerre(k, 2 * l + 1, rho)
    du = u * ((l + 1) / r - 1.0 / n)
    if k > 0:
        du = du - front * (2.0 / n) * eval_genlaguerre(k - 1, 2 * l + 2, rho)
    return u, du


def gauss(a, b, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (b - a) * x + 0.5 * (b + a), 0.5 * (b - a) * w


# ---------- regularized r^-3 expectation values by quadrature ----------
def cut_integral(n, l, eps):
    t, w = gauss(np.log(eps), np.log(400.0), 600)
    r = np.exp(t)
    u, _ = hydrogen_u(n, l, r)
    return np.sum(w * u ** 2 / r ** 2)


def smooth_integral(n, eps):
    t, w = gauss(np.log(eps) - 14.0, np.log(400.0), 900)
    r = np.exp(t)
    u, _ = hydrogen_u(n, 0, r)
    return np.sum(w * u ** 2 / r ** 2 * (-np.expm1(-(r / eps) ** 2)))


eps = 1e-7
a_numeric = {}
for n in range(1, 7):
    for l in range(n):
        value = 0.5 * n ** 3 * cut_integral(n, l, eps)
        if l == 0:
            value += 2.0 * (np.log(eps) + np.euler_gamma - 1.5)
        a_numeric[n, l] = value
        assert abs(value - a_formula(n, l)) < 2e-5, (n, l, value)

# another short-distance regulator leaves differences between S states alone
smooth_1 = 0.5 * smooth_integral(1, eps)
regulator_error = 0.0
for n in range(2, 7):
    difference = 0.5 * n ** 3 * smooth_integral(n, eps) - smooth_1
    error = abs(difference - a_formula(n, 0) + a_formula(1, 0))
    regulator_error = max(regulator_error, error)
assert regulator_error < 2e-5

# ---------- double seagull: kernel and its integral ----------
x_test = 2.3
c, wc = gauss(-1.0, 1.0, 40)
perp_average = 0.5 * np.sum(wc * 0.5 * (1 + c ** 2) * np.cos(x_test * c))
par_average = 0.5 * np.sum(wc * (1 - c ** 2) * np.cos(x_test * c))
j0, j2 = spherical_jn(0, x_test), spherical_jn(2, x_test)
assert abs(perp_average - (2 * j0 - j2) / 3) < 1e-12
assert abs(par_average - 2 * (j0 + j2) / 3) < 1e-12


def kernel_closed(tau):
    """4 pi^2 times the transverse photon function at r = 1: (perp, par)."""
    g = 1.0 / (1.0 + tau ** 2)
    h = 1.0 - tau * np.arctan2(1.0, tau)
    return g - h, 2.0 * h


for tau in (0.5, 1.0, 2.5):
    k, wk = gauss(0.0, 45.0 / tau, 400)
    b0, b2 = spherical_jn(0, k), spherical_jn(2, k)
    perp = np.sum(wk * k * np.exp(-k * tau) * (2 * b0 - b2) / 3)
    par = np.sum(wk * k * np.exp(-k * tau) * 2 * (b0 + b2) / 3)
    exact_perp, exact_par = kernel_closed(tau)
    assert abs(perp - exact_perp) < 1e-9 and abs(par - exact_par) < 1e-9


def seagull_integrand(tau):
    perp, par = kernel_closed(tau)
    return 2 * perp ** 2 + par ** 2


seagull_integral = (quad(seagull_integrand, 0, 1)[0]
                    + quad(seagull_integrand, 1, np.inf)[0])
assert abs(seagull_integral - np.pi / 2) < 1e-7
seagull_coefficient = 2 * seagull_integral / np.pi

# ---------- full retarded single-photon exchange for l > 0 ----------
s, ws = gauss(0.0, 1.0, 800)
r_grid, w_grid = 150.0 * s ** 2, 300.0 * s * ws
BASIS, BETA = 45, 1.0


def channel_states(L):
    """Eigenvalues and eigenfunctions of the radial Coulomb problem."""
    r = r_grid
    phi, dphi = [], []
    for k in range(BASIS):
        norm = np.exp(0.5 * ((2 * L + 3) * np.log(2 * BETA)
                             + gammaln(k + 1) - gammaln(k + 2 * L + 3)))
        front = norm * r ** (L + 1) * np.exp(-BETA * r)
        f = front * eval_genlaguerre(k, 2 * L + 2, 2 * BETA * r)
        df = f * ((L + 1) / r - BETA)
        if k > 0:
            df = df - 2 * BETA * front * eval_genlaguerre(
                k - 1, 2 * L + 3, 2 * BETA * r)
        phi.append(f)
        dphi.append(df)
    phi, dphi = np.array(phi), np.array(dphi)
    potential = L * (L + 1) / (2 * r ** 2) - 1 / r
    overlap = (phi * w_grid) @ phi.T
    hamiltonian = (0.5 * (dphi * w_grid) @ dphi.T
                   + (phi * (w_grid * potential)) @ phi.T)
    energy, vectors = eigh(hamiltonian, overlap)
    return energy, vectors.T @ phi


s_c, w_c = gauss(0.0, 1.0, 24)
cosines, w_cos = s_c ** 3, 3 * s_c ** 2 * w_c
legendre2 = 0.5 * (3 * cosines ** 2 - 1)


def photon_integrals(x):
    """Principal values of int_0^inf j_L(t)/(t+x) dt for L = 0 and 2."""
    y = cosines[:, None] * x[None, :]
    si, ci = sici(np.abs(y))
    f = -ci * np.cos(y) + (np.pi / 2 - np.sign(y) * si) * np.sin(y)
    return w_cos @ f, -(w_cos * legendre2) @ f


def retardation(n, l, coupling):
    """Bracket value of the retarded exchange, ln k0, and <p(H-E)p>."""
    r = r_grid
    u, du = hydrogen_u(n, l, r)
    radial_slope = du - u / r
    total = bethe = sum_rule = 0.0
    channels = ((l + 1, (l + 1) / (2 * l + 1), du - (l + 1) * u / r),
                (l - 1, l / (2 * l + 1), du + l * u / r))
    for L, weight, v in channels:
        energy, states = channel_states(L)
        gap = energy + 0.5 / n ** 2
        amplitude = states @ (w_grid * v)
        sum_rule += weight * np.sum(amplitude ** 2 * gap)
        # a zero gap contributes nothing to gap*log(gap)
        safe = np.maximum(np.abs(gap), 1e-14)
        bethe += weight * np.sum(amplitude ** 2 * gap * np.log(2 * safe))
        for i in range(BASIS):
            if abs(gap[i]) < 1e-9:
                continue
            g0, g2 = photon_integrals(coupling * gap[i] * r)
            left = (2 * g0 - g2) / 3 * v + g2 * radial_slope
            total += (weight * gap[i] * amplitude[i]
                      * np.sum(w_grid * states[i] * left))
    return 2 * n ** 3 * total, 0.5 * n ** 3 * bethe, sum_rule


coupling = 1e-5
retarded = {}
for n, l in ((2, 1), (3, 2)):
    full, log_k0, sum_rule = retardation(n, l, coupling)
    predicted = -8 / 3 * log_k0 - 4 / 3 * a_formula(n, l)
    retarded[n, l] = (full, log_k0, predicted, sum_rule)
    assert abs(sum_rule) < 1e-4, (n, l, sum_rule)
    # finite basis and terms of relative order of the coupling remain
    assert abs(full - predicted) < 2e-3, (n, l, full, predicted)

# ---------- coefficient of ln (Z alpha)^-2 for S states ----------
log_coefficients = []
for n in (1, 2, 3):
    r = r_grid
    u, du = hydrogen_u(n, 0, r)
    v = du - u / r
    dv = (-2 / r + 1 / n ** 2) * u - v / r
    p_gap_p = np.sum(w_grid * (0.5 * dv ** 2 + v ** 2 / r ** 2
                               - v ** 2 / r + 0.5 * v ** 2 / n ** 2))
    low = 4 / 3 * n ** 3 * p_gap_p
    slope = (cut_integral(n, 0, 1e-7) - cut_integral(n, 0, 1e-6)) / np.log(10)
    operator = -7 / 3 * 0.5 * n ** 3 * slope / 2
    log_coefficients.append((low, operator))
    assert abs(low + operator - 1 / 3) < 1e-4, (n, low, operator)

# ---------- hydrogen with a point proton ----------
m, M = sc.m_e, sc.m_p
mu = m * M / (m + M)
scale = (mu ** 3 / (m * M) * sc.alpha ** 5 / np.pi * sc.c ** 2 / sc.h) / 1e3


def a_term(n, l):
    return -7 / 3 * a_formula(n, l) * scale / n ** 3


print("REGULARIZED r^-3 OPERATOR (dimensionless)")
print(f"cutoff eps, Coulomb lengths: {eps:.1e}")
for n, l in ((1, 0), (2, 0), (3, 0), (4, 0), (2, 1), (3, 1), (3, 2)):
    print(f"n={n} l={l}: a_n quadrature {a_numeric[n, l]:.5f}, "
          f"formula {a_formula(n, l):.5f}")
print(f"second regulator, largest error of a_n-a_1: {regulator_error:.1e}")
print("COEFFICIENT OF a_n (dimensionless)")
print(f"seagull integral: {seagull_integral:.6f}")
print(f"seagull share of 7/3: {seagull_coefficient:.6f}")
print(f"coupling in retardation test: {coupling:.1e}")
for (n, l), (full, log_k0, predicted, sum_rule) in retarded.items():
    print(f"n={n} l={l}: ln k0 = {log_k0:.5f}")
    print(f"  <p(H-E)p>, Coulomb units: {sum_rule:.1e}")
    print(f"  retarded exchange, full sum: {full:.5f}")
    print(f"  -(8/3)ln k0-(4/3)a_n: {predicted:.5f}")
    share = -(full + 8 / 3 * log_k0) / a_formula(n, l)
    print(f"  retardation share of 7/3: {share:.3f}")
low, operator = log_coefficients[0]
print(f"1S log coefficient, low energy: {low:.4f}")
print(f"1S log coefficient, r^-3 operator: {operator:.4f}")
print(f"1S log coefficient, sum: {low + operator:.4f}")
print("HYDROGEN, POINT PROTON")
print(f"1/alpha: {1 / sc.alpha:.6f}")
print(f"M/m: {M / m:.4f}")
print(f"mu/m: {mu / m:.8f}")
print(f"prefactor C/h: {scale:.4f} kHz")
for name, n, l in (("1S", 1, 0), ("2S", 2, 0), ("3S", 3, 0),
                   ("2P", 2, 1), ("3D", 3, 2)):
    print(f"{name} term -(7/3)a_n: {a_term(n, l):.3f} kHz")
print(f"1S term in energy: {a_term(1, 0) * 1e3 * sc.h / sc.e * 1e9:.4f} neV")
print(f"8*2S - 1S of this term: {8 * a_term(2, 0) - a_term(1, 0):.3f} kHz")
bethe_2p = -8 / 3 * retarded[2, 1][1] * scale / 8
print(f"2P Bethe-logarithm term: {bethe_2p:.3f} kHz")
print(f"2P sum of both terms: {bethe_2p + a_term(2, 1):.3f} kHz")
print("OK")
```

Running it gives:

```
REGULARIZED r^-3 OPERATOR (dimensionless)
cutoff eps, Coulomb lengths: 1.0e-07
n=1 l=0: a_n quadrature -4.38629, formula -4.38629
n=2 l=0: a_n quadrature -4.50000, formula -4.50000
n=3 l=0: a_n quadrature -4.52240, formula -4.52240
n=4 l=0: a_n quadrature -4.53037, formula -4.53037
n=2 l=1: a_n quadrature 0.16667, formula 0.16667
n=3 l=1: a_n quadrature 0.16667, formula 0.16667
n=3 l=2: a_n quadrature 0.03333, formula 0.03333
second regulator, largest error of a_n-a_1: 2.0e-14
COEFFICIENT OF a_n (dimensionless)
seagull integral: 1.570796
seagull share of 7/3: 1.000000
coupling in retardation test: 1.0e-05
n=2 l=1: ln k0 = -0.03009
  <p(H-E)p>, Coulomb units: -2.6e-06
  retarded exchange, full sum: -0.14171
  -(8/3)ln k0-(4/3)a_n: -0.14197
  retardation share of 7/3: 1.332
n=3 l=2: ln k0 = -0.00523
  <p(H-E)p>, Coulomb units: -1.6e-10
  retarded exchange, full sum: -0.03049
  -(8/3)ln k0-(4/3)a_n: -0.03049
  retardation share of 7/3: 1.333
1S log coefficient, low energy: 2.6667
1S log coefficient, r^-3 operator: -2.3333
1S log coefficient, sum: 0.3333
HYDROGEN, POINT PROTON
1/alpha: 137.035999
M/m: 1836.1527
mu/m: 0.99945568
prefactor C/h: 442.5201 kHz
1S term -(7/3)a_n: 4529.054 kHz
2S term -(7/3)a_n: 580.808 kHz
3S term -(7/3)a_n: 172.948 kHz
2P term -(7/3)a_n: -21.511 kHz
3D term -(7/3)a_n: -1.275 kHz
1S term in energy: 18.7307 neV
8*2S - 1S of this term: 117.406 kHz
2P Bethe-logarithm term: 4.439 kHz
2P sum of both terms: -17.072 kHz
OK
```
